# Phase of 13.5 nm light reflected from a conformal multilayer bump

## Problem

A mask for 13.5 nm lithography is a mirror made of 40 molybdenum/silicon bilayers on a glass-like substrate. In one region the substrate is 3.4 nm higher than elsewhere. The layers grown on it follow this relief without change of thickness, so that every interface, including the surface, is raised by the same $h=3.4$ nm. Such a bump is called conformal. Light falls on the mask along its normal.

1. By how much does the phase of the reflected light differ between the raised and the flat region?
2. Does the refractive index of the layers enter this difference?
3. What intensity results when light from the two regions is superposed?
4. How far does the answer survive oblique incidence, a bump of finite width, and layers that don't follow the relief perfectly?

The bilayers consist of 2.8 nm Mo and 4.2 nm Si, with silicon on top. The complex refractive index is written $n+i\kappa$, where $\kappa>0$ describes absorption. Rough typical values are $0.924+0.0064i$ for Mo, $0.999+0.0018i$ for Si and $0.978+0.011i$ for the substrate.

## First estimate by scaling

The light goes down to the mirror and comes back. Raising the mirror by $h$ therefore changes the geometrical path by $2h=6.8$ nm. A path change of one wavelength is worth $2\pi$ of phase, so

$$
|\Delta\phi|\sim 2\pi\,\frac{2h\,\bar n}{\lambda},
$$

where $\bar n$ is the index of whatever medium the path change takes place in. Scaling alone doesn't say which medium that is. The reflection builds up over many layers, which suggests the thickness-weighted mean index of the stack,

$$
\bar n=\frac{2.8\times0.924+4.2\times0.999}{7.0}=0.969 .
$$

The bump also displaces vacuum, which suggests $\bar n=1$. The two choices give

$$
360^\circ\times\frac{6.8\times0.969}{13.5}=175.7^\circ,
\qquad
360^\circ\times\frac{6.8}{13.5}=181.3^\circ .
$$

The shift is thus close to half a cycle either way, because all indices are close to one at this wavelength. Whether it lies below or above $\pi$ is left open.

## Exact solution for a wide raised region

**Setting up the wave.** Let the raised region be so wide that its edges don't matter. The field then depends on the height $z$ alone, with $z$ pointing out of the mask and $z=0$ at the flat surface. With the time factor $e^{-i\omega t}$, the electric field amplitude $\psi$ obeys

$$
\psi''(z)+k^2\varepsilon(z)\,\psi(z)=0,\qquad k=\frac{2\pi}{\lambda},
$$

where $\varepsilon=(n+i\kappa)^2$ in each layer and $\varepsilon=1$ in vacuum. Above the flat mirror the solution is

$$
\psi(z)=e^{-ikz}+r\,e^{ikz}.
$$

The first term travels down and the second up, and $r$ is the reflection amplitude referred to the plane $z=0$. Deep in the substrate only a wave travelling downward is present. This condition fixes $r$.

**Raising the stack.** The raised mirror, with substrate material filling the space beneath it, has the profile $\varepsilon_h(z)=\varepsilon(z-h)$. Define $\psi_h(z)=\psi(z-h)$. Differentiating twice and using the flat equation at the point $z-h$ gives

$$
\psi_h''(z)=\psi''(z-h)=-k^2\varepsilon(z-h)\,\psi(z-h)=-k^2\varepsilon_h(z)\,\psi_h(z).
$$

So $\psi_h$ solves the raised problem, and it still contains only a downward wave in the substrate. Above the raised surface it reads

$$
\psi_h(z)=e^{-ik(z-h)}+r\,e^{ik(z-h)}
=e^{ikh}\left[e^{-ikz}+r\,e^{-2ikh}e^{ikz}\right].
$$

Both regions must be lit by the same incident wave $e^{-ikz}$. We therefore divide by $e^{ikh}$, which the linearity of the equation allows. The coefficient of $e^{ikz}$ is then the reflection amplitude of the raised region, referred to the same fixed plane $z=0$:

$$
r_h=r\,e^{-2ikh},\qquad |r_h|=|r|,\qquad |\Delta\phi|=2kh=\frac{4\pi h}{\lambda}.
$$

The minus sign has a direct meaning. With $e^{-i\omega t}$, a path of length $\ell$ contributes $e^{ik\ell}$; light from the raised region travels $2h$ less, and its phase is smaller by $2kh$. For a depression, $h$ is negative and the sign reverses.

**Numbers.** With $k=2\pi/13.5=0.46542$ nm$^{-1}$,

$$
|\Delta\phi|=2\times0.46542\times3.4=3.165\ \text{rad}=181.3^\circ=1.007\,\pi .
$$

A shift of $\pi$ requires $4\pi h/\lambda=\pi$, hence $h=\lambda/4=3.375$ nm. The bump is 0.025 nm higher than that, and the phase exceeds $\pi$ by $1.3^\circ$.

This was tested by integrating the wave equation numerically through the flat and the raised stack on a grid of 0.025 nm. For heights of 0.85, 1.7 and 3.4 nm the complex ratio $r_h/r$ agreed with $e^{-2ikh}$ to within $3\times10^{-4}$.

## Why the layer index drops out

The indices determine $r$, and with it the mirror's reflectance $|r|^2=0.69$. But $r$ is common to both regions and cancels from their ratio. What differs is the length of vacuum above the mirror, so the vacuum wavelength sets the phase.

It helps to compare a different change that gives the same surface height. Leave the stack where it is and add 3.4 nm of silicon on top. The light now crosses silicon where it used to cross vacuum, and the two passes change the phase by about

$$
2k(n_{\rm Si}-1)h=2\times0.46542\times(-0.001)\times3.4=-0.0032\ \text{rad}=-0.18^\circ .
$$

The full layer calculation gives $-0.28^\circ$. The estimate leaves out the weak reflection at the silicon surface. Its amplitude is about $|1-n-i\kappa|/2\approx10^{-3}$. The added silicon raises this surface by nearly a quarter wavelength, which reverses the sign of the contribution and so changes the total amplitude by about $2\times10^{-3}$. Compared with $|r|=0.83$, this allows a phase change of order $0.1^\circ$, the size of the remainder. Two surfaces of equal height can thus differ in phase by half a cycle: it matters whether the reflecting layers have moved.

What lies under the raised stack matters little in this example. Replacing the 3.4 nm of substrate material there by molybdenum changes the phase by $-0.01^\circ$.

## What a shift near $\pi$ does to the intensity

Suppose the optics can't resolve the two regions and average their amplitudes, with a fraction $f$ of the area raised. Relative to a flat mirror, the amplitude is $1-f+f e^{-i\Delta}$, where $\Delta=2kh$. Its squared modulus is

$$
\begin{aligned}
I&=(1-f)^2+f^2+2f(1-f)\cos\Delta\\
&=1-2f(1-f)(1-\cos\Delta)\\
&=1-4f(1-f)\sin^2\frac{\Delta}{2}.
\end{aligned}
$$

The second line uses $(1-f)^2+f^2=1-2f(1-f)$, and the third uses $1-\cos\Delta=2\sin^2(\Delta/2)$.

For equal areas, $f=1/2$, this becomes $I=\cos^2(\Delta/2)=\cos^2(kh)$. The example gives $1.35\times10^{-4}$: the excess of $1.3^\circ$ over $\pi$ leaves about one part in 7000 of the flat mirror's intensity. The regions are equally bright when viewed separately, and yet their sum is almost dark.

A smaller raised fraction does less. For $f=0.1$ the intensity is $1-0.36=0.64$, still a loss of more than a third from a tenth of the area.

The opposite limit is a low bump, $kh\ll1$. Then $\sin(\Delta/2)\approx kh$ and

$$
1-I\approx4f(1-f)(kh)^2 .
$$

The loss grows as the square of the height. For $h=0.5$ nm and $f=0.1$ it is $0.36\times(0.233)^2\approx0.02$.

## Oblique incidence, wavelength and height

At an angle $\theta$ to the normal, the incident wave is $e^{ik_xx-ik_zz}$ with $k_z=k\cos\theta$. Raising the stack shifts the solution in $z$ alone, so the argument above holds with $k$ replaced by $k_z$:

$$
|\Delta\phi|=\frac{4\pi h\cos\theta}{\lambda}.
$$

At $6^\circ$ this is $181.33^\circ\times0.9945=180.3^\circ$. Tilting the light brings this bump slightly closer to $\pi$. The numerical integration confirmed the formula at this angle, for the field perpendicular to the plane of incidence, to the same $3\times10^{-4}$.

At fixed height and normal incidence, a wavelength longer by 1% reduces the shift by $1.8^\circ$. At fixed wavelength, 0.1 nm of additional height increases it by $2k\times0.1\ \text{nm}=0.093$ rad, or $5.3^\circ$. An uncertainty of 0.1 nm in height therefore outweighs the entire excess over $\pi$.

## When the layers don't follow the relief

Let the surface still be raised by 3.4 nm, but the substrate by 4.4 nm. The 280 nm stack must then fit into 279 nm. If the compression is uniform, each layer is thinner by the fraction $s=1/280=0.36\%$. Now $r$ itself changes, and the cancellation is lost. The layer calculation gives an additional phase of $-9.1^\circ$, so the shift grows to $190.4^\circ$. This value belongs to uniform compression. If only the lowest bilayers were compressed, which little light reaches, the phase would change far less; if only those near the surface were, nearly all the reflecting layers would be lifted and it would change far more.

The sign follows from the geometry. Compared with a conformal bump, an interface at depth $D$ lies higher by $sD$, which shortens the path further. If the whole reflection came from one equivalent depth $D$, the additional phase would be $-2k\bar n sD$. Equating this to $-9.1^\circ=-0.159$ rad gives

$$
D=\frac{0.159}{2\times0.46542\times0.969\times0.00357}\approx49\ \text{nm},
$$

or about seven bilayers. This length is inferred from the phase and isn't a sharp penetration depth, but it is useful below.

The compression also raises the reflectance, from 0.69 to 0.71. A likely reason is that the flat stack is tuned slightly long: the simple condition $\lambda\approx2\bar nd$, with $d$ the bilayer thickness, gives 13.57 nm for $d=7.0$ nm. This condition is only a rough guide: the reflectance of the flat stack at normal incidence peaks at 13.68 nm, where it reaches 0.73. Compression moves the peak towards 13.5 nm.

## A bump of finite width

For a smooth ridge of profile $a(x)$, the natural extension is to apply the result point by point:

$$
r(x)\approx r\,e^{-2ika(x)} .
$$

This local law ignores the sideways spreading of light on its way out of the stack. To estimate the error, let the wave start from the equivalent depth $D$ with the local phase $\varphi(x)=2ka(x)$, and travel up by $D$. For small angles, and with the index taken as one, the envelope $u$ of an upward wave obeys $\partial_z u=(i/2k)\,\partial_x^2u$. To first order in $D$,

$$
u(D)\approx u+\frac{iD}{2k}\,u'',\qquad u=e^{-i\varphi},\qquad
\frac{u''}{u}=-i\varphi''-\varphi'^2 .
$$

Take a Gaussian ridge $a=h\,e^{-x^2/2\sigma^2}$. At its apex $\varphi'=0$ and $\varphi''=-2kh/\sigma^2$, so $u''/u=2ikh/\sigma^2$ and

$$
\frac{u(D)}{u}\approx1+\frac{iD}{2k}\cdot\frac{2ikh}{\sigma^2}=1-\frac{Dh}{\sigma^2}.
$$

The correction is real. To this order the apex keeps its phase and loses amplitude, because the convex wavefront diverges. At the apex, the local law therefore needs $\sigma^2\gg Dh$. On the flanks the term $-\varphi'^2$ adds a phase error, largest at $x=\pm\sigma$, where its size is $2kDh^2/(e\sigma^2)$ with $e=2.718$. This is $2kh/e$ times the apex correction, a factor of 1.2 for the present height, so the same condition serves here. For much taller ridges the flanks set the stricter condition, $\sigma^2\gg kDh^2$.

A two-dimensional solution of the wave equation, with the field along the ridge and all interfaces displaced by $a(x)$, allows a comparison. The ridges repeat every 400 nm. The width is the full width at half height, $w$, with $\sigma^2=w^2/(8\ln2)$, and amplitudes are relative to the flat mirror.

| $w$ (nm) | $1-Dh/\sigma^2$ | Apex amplitude | Apex phase shift |
|---|---|---|---|
| 40 | 0.42 | 0.70 | 180.0° |
| 80 | 0.86 | 0.88 | 181.8° |
| 120 | 0.94 | 0.94 | 181.7° |

For the two wider ridges the estimate is good to about 0.02 in amplitude, and the phase stays within half a degree of $181.3^\circ$. At 40 nm the correction is no longer small and the first-order amplitude fails, although the apex phase has moved by only $1.3^\circ$.

The phase at one point isn't the whole field. The root-mean-square error of the local law over one 400 nm period, relative to the flat amplitude, is 0.20, 0.08 and 0.04 for the three widths. The estimate explains the trend for wide ridges: the local error scales as $\sigma^{-2}$ over a region of width $\sigma$, so the root-mean-square error scales as $(\sigma^{-4}\sigma)^{1/2}=\sigma^{-3/2}$. From 80 to 120 nm this predicts a factor of 1.84, and the computed factor is 1.89.

All of this is for normal incidence. With light tilted across the ridge, the wave leaving the depth $D$ also drifts sideways by about $D\tan\theta$, some 5 nm at $6^\circ$. On the flanks this adds a phase error of about $\varphi' D\tan\theta$, which falls only as $\sigma^{-1}$. For the 80 nm ridge at $6^\circ$ the apex amplitude stays at 0.88, but the root-mean-square error doubles to 0.16.

## The image of an 80 nm ridge

Consider a projection system with fourfold reduction and a numerical aperture of 0.33 at the wafer, hence $0.33/4=0.0825$ at the mask. The repeated ridges diffract light into directions $\sin\theta_m=m\times13.5/400=0.034\,m$. The aperture accepts $|m|\le2$, which is five orders.

With coherent light at normal incidence and the flat surface in focus, the lowest image intensity is 0.22 of the flat mirror's value. At the centre of the ridge it is 0.86. The darkest places therefore lie on either side of the ridge's centre line, not on that line. A plausible reading, not tested separately, is that the filtered amplitude at the centre is large but strongly shifted in phase, and that the image darkens where it passes over to the amplitude of the surroundings. The ridge absorbs no more than the flat mirror does in the local law; the contrast comes from interference and from light sent outside the aperture.

## The example beside real masks

The wavelength, the 40 Mo/Si bilayers of about 7 nm, the $6^\circ$ incidence and the 0.33 aperture with fourfold reduction correspond to lithography with extreme ultraviolet light. Bumps a few nanometres high and tens of nanometres wide are a realistic concern there. The reflectance of 0.69 belongs to ideal interfaces at normal incidence, where this stack is off its peak; at $6^\circ$, with the field perpendicular to the plane of incidence, the same stack reflects 0.72. Roughness and interdiffusion, both left out here, lower these values in practice. A capping layer, also left out, can lower it or raise it slightly, depending on its material and thickness. The assumption most open to doubt is conformality, since deposition can smooth or reshape the relief as the stack grows. In this model, a mismatch of 1 nm between base and surface, spread evenly over the stack, moves the phase by $9^\circ$, more than the $6^\circ$ tilt, a 1% wavelength change or a 0.1 nm height error. The image numbers also depend on the assumed coherence, focus and spacing, and don't describe an isolated defect under a real illuminator.

## Comparison of estimate and solution

The scaling estimate gave $175.7^\circ$ or $181.3^\circ$, depending on the index chosen. The exact solution for a wide conformal bump selects the second value, because the lift removes vacuum path and leaves the stack's own response unchanged. Using the mean layer index would make the phase 3% too small and put it on the wrong side of $\pi$.

The estimate succeeds in its main point because $2h$ is close to half a wavelength and the indices are close to one. It can't distinguish a raised stack from added silicon, two cases with the same surface height and phase shifts of $181^\circ$ and $0.3^\circ$. Nor does it contain the length $D$, which governs both the effect of imperfect conformality and the smallest width for which the local law is useful. The computed values are collected in the numerical output below.

## Computed results

```
wavelength: 13.5 nm; photon energy: 91.84 eV
bump height: 3.4 nm; quarter wavelength: 3.375 nm
vacuum wave number k: 0.46542 1/nm
vacuum path removed, 2h: 6.80 nm
rough index of Mo: n = 0.9240, kappa = 0.0064
rough index of Si: n = 0.9990, kappa = 0.0018
rough index of substrate: n = 0.9780, kappa = 0.0110
bilayers: 40; Mo 2.8 nm, Si 4.2 nm; total 280.0 nm
flat mirror reflectance, layer recursion: 0.6923
flat mirror reflectance, marched equation: 0.6922
phase magnitude, formula: 3.1649 rad = 181.33 deg
phase in units of pi: 1.0074
phase magnitude, marched equation: 181.33 deg
excess over pi: 1.33 deg
residual intensity of equal amplitudes, formula: 1.354e-04
residual intensity, marched equation: 1.354e-04
phase magnitude at 6 deg incidence: 180.34 deg
phase magnitude change for 0.1 nm more height: 5.33 deg
phase magnitude change for 1% longer wavelength: -1.80 deg
signed phase, 3.4 nm Si added without lift: -0.279 deg
signed phase change from Mo seed below stack: -0.0098 deg
extra height at base: 1.0 nm; bilayer squeeze: 0.357 %
signed phase change from squeeze: -9.10 deg
phase magnitude with squeeze: 190.44 deg
reflectance with squeeze: 0.7101
ridge repeat distance on mask: 400 nm
ridge full width at half height 40 nm:
  phase magnitude at apex: 180.03 deg
  relative amplitude at apex: 0.704
  rms field error of local law: 0.1960
ridge full width at half height 80 nm:
  phase magnitude at apex: 181.75 deg
  relative amplitude at apex: 0.879
  rms field error of local law: 0.0822
ridge full width at half height 120 nm:
  phase magnitude at apex: 181.66 deg
  relative amplitude at apex: 0.941
  rms field error of local law: 0.0435
image: wafer-side NA 0.33, reduction 4, orders passed 5
80 nm ridge, lowest image intensity / flat mirror: 0.215
80 nm ridge, image intensity at centre / flat: 0.857
```
